# Voltage hysteresis of a yielding alloy film at zero current: test program

```python
"""Result under test: a clamped alloying film resting at in-plane stresses
-sigma (after lithiation) and +sigma (after delithiation), at one composition,
has the voltage gap 4*Omega*sigma/(3*F), up to terms cubic in sigma.
x: mol Li per mol host; Omega: slope of stress-free molar volume with x;
F: Faraday constant; M = E/(1-nu): biaxial modulus; tension is positive.
Stress and chemical potential are found by differentiating a finite-strain
free energy numerically. SI units are used inside, per mole of host.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.optimize import minimize_scalar, brentq
from scipy.integrate import solve_ivp

FARADAY = physical_constants["Faraday constant"][0]
OMEGA = 9.0e-6          # m3/mol, rough value for Li in silicon
V_HOST = 12.0e-6        # m3/mol, rough value for amorphous silicon
YIELD = 1.0e9           # Pa, rough flow stress
NU = 0.25
X_REST = 2.0
X_LOW, X_HIGH = 0.5, 3.0
V_START, V_SLOPE = 0.50, 0.11   # straight-line stress-free voltage, V


def young(x):
    return 90.0e9 - 15.0e9 * x


def biaxial(x):
    return young(x) / (1 - NU)


def volume(x, bow=0.0):
    return V_HOST + OMEGA * x + bow * x**2


def relaxed_energy(x, e):
    """Minimum elastic energy density and thickness strain at in-plane e."""
    shear = young(x) / (2 * (1 + NU))
    lame = young(x) * NU / ((1 + NU) * (1 - 2 * NU))

    def density(t):
        return shear * (2 * e**2 + t**2) + 0.5 * lame * (2 * e + t)**2

    found = minimize_scalar(density, bounds=(-0.3, 0.3), method="bounded",
                            options={"xatol": 1e-10})
    return found.fun, found.x


def elastic_strain(x, p, stretch=0.0, share=1/3, bow=0.0):
    swelling = np.log(volume(x, bow) / volume(0.0, bow))
    return stretch - p - share * swelling


def free_energy(x, p, stretch=0.0, share=1/3, bow=0.0):
    e = elastic_strain(x, p, stretch, share, bow)
    stress_free = -FARADAY * (V_START * x - 0.5 * V_SLOPE * x**2)
    return stress_free + volume(x, bow) * relaxed_energy(x, e)[0]


def stress_and_volume(x, p, share=1/3, bow=0.0):
    """Cauchy stress from the work of stretching both in-plane axes."""
    h = 1e-4
    work = (free_energy(x, p, h, share, bow)
            - free_energy(x, p, -h, share, bow)) / (2 * h)
    e = elastic_strain(x, p, 0.0, share, bow)
    current = volume(x, bow) * np.exp(2 * e + relaxed_energy(x, e)[1])
    return work / (2 * current), current


def plastic_at_stress(x, target, share=1/3, bow=0.0):
    center = elastic_strain(x, 0.0, 0.0, share, bow)
    return brentq(lambda p: stress_and_volume(x, p, share, bow)[0] - target,
                  center - 0.08, center + 0.08)


def potential(x, p, share=1/3, bow=0.0):
    """Li chemical potential: clamped film, frozen plastic strain."""
    h = 1e-3
    return (free_energy(x + h, p, 0.0, share, bow)
            - free_energy(x - h, p, 0.0, share, bow)) / (2 * h)


def mu_at_stress(x, s, share=1/3, bow=0.0):
    return potential(x, plastic_at_stress(x, s, share, bow), share, bow)


def gap_energy(s_tension, s_compression, share=1/3, bow=0.0):
    return (mu_at_stress(X_REST, -s_compression, share, bow)
            - mu_at_stress(X_REST, s_tension, share, bow))


# Gap, midpoint shift, and their scaling with stress
formula_energy = 4 * OMEGA * YIELD / 3
formula_gap = formula_energy / FARADAY
numeric_energy = gap_energy(YIELD, YIELD)
assert abs(numeric_energy / formula_energy - 1) < 2e-3
mu_zero = mu_at_stress(X_REST, 0.0)
mu_plus = mu_at_stress(X_REST, YIELD)
mu_minus = mu_at_stress(X_REST, -YIELD)
midpoint = 0.5 * (mu_plus + mu_minus) - mu_zero
modulus = biaxial(X_REST)
h = 1e-4
vm_slope = (volume(X_REST + h) * biaxial(X_REST + h)
            - volume(X_REST - h) * biaxial(X_REST - h)) / (2 * h)
midpoint_formula = (-4 * OMEGA * (1 - 2 * NU) * YIELD**2
                    / (3 * young(X_REST)) + vm_slope * (YIELD / modulus)**2)
assert abs(midpoint / midpoint_formula - 1) < 0.01
remainder = numeric_energy - formula_energy
remainder_double = gap_energy(2 * YIELD, 2 * YIELD) - 2 * formula_energy
cubic_ratio = remainder_double / remainder
assert abs(cubic_ratio - 8) < 0.3

# Direction of swelling, composition-dependent Omega, unequal yield
share_gaps = []
for share in (0.0, 0.5):
    found = gap_energy(YIELD, YIELD, share=share)
    share_gaps.append(found / FARADAY)
    assert abs(found - 4 * share * OMEGA * YIELD) < 2e-3 * formula_energy
bow = 0.3e-6
local_omega = (volume(X_REST + h, bow) - volume(X_REST - h, bow)) / (2 * h)
bowed = gap_energy(YIELD, YIELD, bow=bow)
assert abs(bowed / (4 * local_omega * YIELD / 3) - 1) < 2e-3
unequal = gap_energy(1.1 * YIELD, YIELD)
assert abs(unequal / (2 * OMEGA * 2.1 * YIELD / 3) - 1) < 3e-3

# Yielding film: lithiation, delithiation, lithiation
up = np.linspace(X_LOW, X_HIGH, 201)
plastic = plastic_at_stress(X_LOW, 0.0)
records, losses = [], []
for leg in (up, up[::-1], up):
    mus, loss = [], 0.0
    old_volume = stress_and_volume(leg[0], plastic)[1]
    for x in leg:
        s, current = stress_and_volume(x, plastic)
        if abs(s) > YIELD:
            limit = np.copysign(YIELD, s)
            new = plastic_at_stress(x, limit)
            current = stress_and_volume(x, new)[1]
            loss += (current + old_volume) * limit * (new - plastic)
            plastic = new
        old_volume = current
        mus.append(potential(x, plastic))
    records.append(np.array(mus))
    losses.append(loss)


def path_integral(values, xs):
    return np.sum(0.5 * (values[1:] + values[:-1]) * np.diff(xs))


electrical_loss = (path_integral(records[1], up[::-1])
                   + path_integral(records[2], up))
plastic_loss = losses[1] + losses[2]
assert plastic_loss > 0
assert abs(electrical_loss / plastic_loss - 1) < 2e-3
i_rest = int(np.argmin(abs(up - X_REST)))
v_lith = -records[2][i_rest] / FARADAY
v_delith = -records[1][::-1][i_rest] / FARADAY
assert abs((v_delith - v_lith) / formula_gap - 1) < 2e-3

# Leading plastic work per mole Li, at yield in the lithiation direction
dx = 0.01
p_a = plastic_at_stress(X_REST - dx, -YIELD)
p_b = plastic_at_stress(X_REST + dx, -YIELD)
work_per_li = (-2 * YIELD * volume(X_REST) * (p_b - p_a) / (2 * dx))
assert abs(work_per_li / (2 * OMEGA * YIELD / 3) - 1) < 0.06
# The tolerance covers the change of elastic yield strain with composition.

# Elastic transit between the yield stresses after reversal at X_HIGH
p_end = plastic_at_stress(X_HIGH, -YIELD)
x_yield = brentq(lambda x: stress_and_volume(x, p_end)[0] - YIELD,
                 2.0, X_HIGH)
transit = X_HIGH - x_yield
x_mid = 0.5 * (X_HIGH + x_yield)
transit_formula = 6 * YIELD * volume(x_mid) / (biaxial(x_mid) * OMEGA)
assert abs(transit - transit_formula) < 0.01

# Stress relaxation in a rest, with a rough power-law flow exponent
leg_hours, rest_hours, exponent = 20.0, 1.0, 20.0
x_rate = (X_HIGH - X_LOW) / (leg_hours * 3600)
strain_rate = OMEGA * x_rate / (3 * volume(X_REST))
rate = modulus * strain_rate / YIELD
rest = rest_hours * 3600
retained = (1 + (exponent - 1) * rate * rest)**(-1 / (exponent - 1))
ode = solve_ivp(lambda t, y: -rate * y**exponent, (0, rest), [1.0],
                rtol=1e-9, atol=1e-11)
assert abs(ode.y[0, -1] - retained) < 1e-6

thickness_start = 100e-9
thickness = thickness_start * volume(X_REST) / V_HOST
diffusivity = 1e-16
diffusion_time = thickness**2 / diffusivity
mismatch = 0.05


def show(label, value, unit, digits=4):
    print(f"{label}: {value:.{digits}g} {unit}")


show("Li partial molar volume", OMEGA * 1e6, "cm3/mol")
show("Host molar volume", V_HOST * 1e6, "cm3/mol")
show("Yield stress magnitude", YIELD / 1e9, "GPa")
show("Poisson ratio", NU, "(no unit)")
show("Rest composition x", X_REST, "mol Li/mol Si")
show("Cycle lower x", X_LOW, "mol Li/mol Si")
show("Cycle upper x", X_HIGH, "mol Li/mol Si")
show("Young modulus at x=0", young(0) / 1e9, "GPa")
show("Young modulus at rest x", young(X_REST) / 1e9, "GPa")
show("Biaxial modulus at rest x", modulus / 1e9, "GPa")
show("Molar volume at rest x", volume(X_REST) * 1e6, "cm3/mol Si")
show("Stress-free voltage at x=0", V_START, "V")
show("Voltage fall per unit x", V_SLOPE, "V")
show("Stress-free voltage at rest x", -mu_zero / FARADAY, "V")
show("Faraday constant", FARADAY, "C/mol", 7)
show("Mean stress magnitude", 2 * YIELD / 3e9, "GPa")
show("Potential shift, each direction", OMEGA * YIELD * 2 / 3e3, "kJ/mol")
show("Gap from formula", formula_gap * 1e3, "mV", 5)
show("Gap from formula, as energy", formula_energy / 1e3, "kJ/mol Li")
show("Gap from free energy", numeric_energy / FARADAY * 1e3, "mV", 5)
show("Lithiation rest voltage", v_lith, "V")
show("Delithiation rest voltage", v_delith, "V")
show("Gap in simulated cycle", (v_delith - v_lith) * 1e3, "mV", 5)
show("Midpoint voltage shift", -midpoint / FARADAY * 1e3, "mV", 3)
show("Midpoint shift from formula",
     -midpoint_formula / FARADAY * 1e3, "mV", 3)
show("Remainder beyond linear gap", remainder / FARADAY * 1e3, "mV", 2)
show("Remainder ratio on doubling stress", cubic_ratio, "(no unit)", 3)
show("Gap, thickness-only swelling", share_gaps[0] * 1e3, "mV", 2)
show("Gap, in-plane-only swelling", share_gaps[1] * 1e3, "mV")
show("Electrical loss per cycle", electrical_loss / 1e3, "kJ/mol Si")
show("Plastic loss per cycle", plastic_loss / 1e3, "kJ/mol Si")
show("Elastic transit after top reversal", transit, "in x", 3)
show("Elastic transit from formula", transit_formula, "in x", 3)
show("Gap change, tensile yield +10%",
     (unequal - numeric_energy) / FARADAY * 1e3, "mV", 3)
show("Time per charge or discharge", leg_hours, "h")
show("Rest time", rest_hours, "h")
show("Flow exponent", exponent, "(no unit)")
show("Plastic strain rate before rest", strain_rate, "1/s", 3)
show("Stress fraction kept after rest", retained, "(no unit)", 3)
show("Gap lost by relaxation", (1 - retained) * formula_gap * 1e3, "mV", 3)
show("Composition mismatch", mismatch, "in x")
show("Voltage error from mismatch", mismatch * V_SLOPE * 1e3, "mV", 3)
show("Initial film thickness", thickness_start * 1e9, "nm")
show("Film thickness at rest x", thickness * 1e9, "nm")
show("Li diffusivity", diffusivity * 1e4, "cm2/s", 2)
show("Diffusion time", diffusion_time / 60, "min", 3)
print("OK")
```

Output:

```
Li partial molar volume: 9 cm3/mol
Host molar volume: 12 cm3/mol
Yield stress magnitude: 1 GPa
Poisson ratio: 0.25 (no unit)
Rest composition x: 2 mol Li/mol Si
Cycle lower x: 0.5 mol Li/mol Si
Cycle upper x: 3 mol Li/mol Si
Young modulus at x=0: 90 GPa
Young modulus at rest x: 60 GPa
Biaxial modulus at rest x: 80 GPa
Molar volume at rest x: 30 cm3/mol Si
Stress-free voltage at x=0: 0.5 V
Voltage fall per unit x: 0.11 V
Stress-free voltage at rest x: 0.28 V
Faraday constant: 96485.33 C/mol
Mean stress magnitude: 0.6667 GPa
Potential shift, each direction: 6 kJ/mol
Gap from formula: 124.37 mV
Gap from formula, as energy: 12 kJ/mol Li
Gap from free energy: 124.41 mV
Lithiation rest voltage: 0.2186 V
Delithiation rest voltage: 0.343 V
Gap in simulated cycle: 124.41 mV
Midpoint voltage shift: 0.843 mV
Midpoint shift from formula: 0.842 mV
Remainder beyond linear gap: 0.039 mV
Remainder ratio on doubling stress: 8.02 (no unit)
Gap, thickness-only swelling: -0.013 mV
Gap, in-plane-only swelling: 186.6 mV
Electrical loss per cycle: 26.91 kJ/mol Si
Plastic loss per cycle: 26.91 kJ/mol Si
Elastic transit after top reversal: 0.389 in x
Elastic transit from formula: 0.389 in x
Gap change, tensile yield +10%: 6.4 mV
Time per charge or discharge: 20 h
Rest time: 1 h
Flow exponent: 20 (no unit)
Plastic strain rate before rest: 3.47e-06 1/s
Stress fraction kept after rest: 0.854 (no unit)
Gap lost by relaxation: 18.1 mV
Composition mismatch: 0.05 in x
Voltage error from mismatch: 5.5 mV
Initial film thickness: 100 nm
Film thickness at rest x: 250 nm
Li diffusivity: 1e-12 cm2/s
Diffusion time: 10.4 min
OK
```
